# Nested self-energy chains in Yukawa theory: closed form and factorial growth: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test: the Dyson-Schwinger equation of massless Yukawa theory with
# a bare scalar line and a full internal fermion line (nested and chained loops),
#   G(x) = Z + (a/2) [ x^-2 int_0^x y dy/G(y) + int_x^cut dy/(y G(y)) ],
# has the anomalous dimension gamma(a) = -dG/dL at L = 0 given by
#   a = 2 pi erfcx(s)^2,  gamma = 2 - 2 sqrt(pi) s erfcx(s),
# which obeys 2 gamma = a + gamma^2 - 2 a gamma gamma', and whose coefficients are
#   (-1)^(n-1) 2 C_n / 4^n  with  C_n ~ (2n-1)!!/e.
# Symbols: a = g^2/(16 pi^2), x = p^2/mu^2, L = ln x, G = inverse propagator
# dressing with G = 1 at L = 0, Z = fermion renormalization constant.
from fractions import Fraction
from math import comb, factorial
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc, erfcx, erfcinv

mp.mp.dps = 50


def parameter_s(a):
    return brentq(lambda s: erfcx(s) - np.sqrt(a / (2 * np.pi)), -4, 1000,
                  xtol=1e-14, rtol=1e-14)


def gamma_exact(a):
    s = parameter_s(a)
    return 2 - 2 * np.sqrt(np.pi) * s * erfcx(s)


# --- angular average of k.p/(p-k)^2 over the four-dimensional sphere
for k, p in [(0.6, 1.3), (2.1, 0.9)]:
    average = quad(lambda th: 2 / np.pi * np.sin(th)**2 * k * p * np.cos(th)
                   / (k * k + p * p - 2 * k * p * np.cos(th)), 0, np.pi)[0]
    assert abs(average - min(k, p)**2 / (2 * max(k, p)**2)) < 1e-10


# --- perturbative solution of the integral equation in exact rationals
def perturbative_gamma(order, keep_infrared):
    """Coefficients of gamma from polynomials in L, by direct integration."""
    def integrate(poly):
        out = [Fraction(0)] * (len(poly) + 1)
        inner = []   # exp(-2L) int_{-inf}^L exp(2l) l^k dl as a polynomial
        for k, coef in enumerate(poly):
            new = [Fraction(0)] * (k + 1)
            new[k] = Fraction(1, 2)
            for j, v in enumerate(inner):
                new[j] -= Fraction(k, 2) * v
            inner = new
            if keep_infrared:
                for j, v in enumerate(inner):
                    out[j] += coef * v
            out[k + 1] -= coef / (k + 1)
        out[0] = Fraction(0)        # subtraction at L = 0
        return [v / 2 for v in out]

    dressing = [[Fraction(1)]]
    inverse = [[Fraction(1)]]
    for n in range(1, order + 1):
        dressing.append(integrate(inverse[n - 1]))
        total = [Fraction(0)] * (n + 1)
        for m in range(1, n + 1):
            for i, u in enumerate(dressing[m]):
                for j, v in enumerate(inverse[n - m]):
                    if u and v:
                        total[i + j] -= u * v
        inverse.append(total)
    return [-dressing[n][1] for n in range(1, order + 1)]


# --- coefficients C_n from the differential equation
N_MAX = 200
C = [0, 1]
for n in range(2, N_MAX + 1):
    C.append(sum((2 * k - 1) * C[k] * C[n - k] for k in range(1, n)))
series = [Fraction(0)] + [Fraction((-1)**(n - 1) * 2 * C[n], 4**n)
                          for n in range(1, N_MAX + 1)]
direct = perturbative_gamma(10, True)
assert direct == series[1:11]
without_infrared = perturbative_gamma(10, False)
assert without_infrared == [Fraction(1, 2)] + [Fraction(0)] * 9

# --- number of diagrams: Sigma = x/(1 - Sigma)
count = [0, 1]
chains = [1]
for n in range(2, 11):
    m = n - 1
    chains.append(sum(count[j] * chains[m - j] for j in range(1, m + 1)))
    count.append(chains[m])
assert all(count[n] == comb(2 * n - 2, n - 1) // n for n in range(1, 11))

print("C_1..C_8:", *C[1:9])
print("gamma coefficients 1..5:", *[str(v) for v in series[1:6]])
print("without k<p region, 1..5:", *[str(v) for v in without_infrared[:5]])
print("number of diagrams at order 10:", count[10])
print("C_10:", C[10])

# --- closed form against the differential equation for gamma
for a in (0.3, 1.0, 4.0):
    d = 1e-4
    slope = (gamma_exact(a + d) - gamma_exact(a - d)) / (2 * d)
    g = gamma_exact(a)
    assert abs(2 * g - a - g * g + 2 * a * g * slope) < 1e-6
for a in (0.1, 0.2, 0.5, 1.0, 2.0):
    print(f"gamma(a={a}) = {gamma_exact(a):.8f}")

# --- direct iteration of the integral equation at a = 1 with a cutoff
a = 1.0
s = parameter_s(a)
h = 0.0025
L = h * np.arange(-4000, 201)
zero = 4000


def running_integral(f):
    return np.concatenate([[0.0], np.cumsum((f[1:] + f[:-1]) * h / 2)])


G = np.ones_like(L)
for iteration in range(150):
    low = np.exp(-2 * L) * (np.exp(2 * L[0]) / (2 * G[0])
                            + running_integral(np.exp(2 * L) / G))
    high = running_integral(1 / G)
    loop = a / 2 * (low + high[-1] - high)
    G_new = 1 + loop - loop[zero]
    change = np.max(np.abs(G_new - G))
    G = G_new
assert change < 1e-10
Z_numeric = 1 - loop[zero]
t = erfcinv(np.exp(2 * L) * erfc(s))
G_closed = erfcx(s) / erfcx(t)
window = L >= -4
deviation = np.max(np.abs(G - G_closed)[window])
Z_closed = t[-1] * np.sqrt(a / 2)
assert deviation < 2e-5       # trapezoidal rule, error of order h^2
assert abs(Z_numeric - Z_closed) < 2e-5
print(f"a = 1: g = {4 * np.pi * np.sqrt(a):.4f}, s = {s:.8f}")
print(f"cutoff ln(Lambda^2/mu^2) = {L[-1]:.2f}")
for value in (-4.0, -2.0, 0.5):
    i = int(round((value - L[0]) / h))
    print(f"G(L={value}): iterated {G[i]:.5f}, closed {G_closed[i]:.5f}")
print(f"largest deviation for L >= -4: {deviation:.1e}")
print(f"Z: iterated {Z_numeric:.5f}, closed {Z_closed:.5f}")
print(f"bare coupling a0 = a/Z^2 = {a / Z_closed**2:.4f}")

# --- Landau singularity, by integrating the local equation upwards
L_Z_zero = 0.5 * np.log(1 / erfc(s))
L_landau = 0.5 * np.log(2 / erfc(s))


def reaches_small_G(l, y):
    return y[0] - 0.01


reaches_small_G.terminal = True
path = solve_ivp(lambda l, y: [y[1], -2 * y[1] - a / y[0]], [0, 3],
                 [1.0, -gamma_exact(a)], method="DOP853", rtol=1e-11,
                 atol=1e-13, events=reaches_small_G)
L_event = path.t_events[0][0]
t_event = brentq(lambda v: erfcx(s) / erfcx(v) - 0.01, -5, s)
assert abs(L_event - 0.5 * np.log(erfc(t_event) / erfc(s))) < 1e-7
assert 0 < L_landau - L_event < 0.01
print(f"Z = 0 at L = {L_Z_zero:.6f}")
print(f"G = 0 at L = {L_landau:.6f}, p^2/mu^2 = {np.exp(L_landau):.4f}")
print(f"G = 0.01 at L = {L_event:.6f} (integrated)")

# --- Borel-Pade sum at a = 1 and optimal truncation at a = 0.2
borel = [mp.mpf(series[n].numerator) / series[n].denominator / factorial(n)
         for n in range(31)]
top, bottom = mp.pade(borel, 15, 15)
top, bottom = top[::-1], bottom[::-1]
borel_sum = mp.quad(lambda v: mp.exp(-v) * mp.polyval(top, v)
                    / mp.polyval(bottom, v), [0, 2, 6, 15, 40, 90])
assert abs(borel_sum - gamma_exact(1.0)) < 1e-6
print(f"Borel-Pade gamma(1) = {float(borel_sum):.8f}")
a_weak = 0.2
terms = [float(series[n]) * a_weak**n for n in range(41)]
n_small = min(range(1, 41), key=lambda n: abs(terms[n]))
truncated = sum(terms[:n_small])
error = truncated - gamma_exact(a_weak)
assert abs(error) < abs(terms[n_small])
print(f"a = 0.2: smallest term n = {n_small}, size {abs(terms[n_small]):.2e}")
print(f"sum before it {truncated:.8f}, error {error:.2e}")
print(f"exp(-2/a) at a = 0.2: {np.exp(-2 / a_weak):.2e}")

# --- correction coefficients of the large-order law from the discontinuity
z = sp.symbols("z")
c_poly = sum(C[n] * z**n for n in range(1, 7))
exponent = sp.expand(-((1 + c_poly)**2 - 1 - 2 * z) / (2 * z))
prefactor = 1 / sp.expand(c_poly / z)
expansion = sp.series(prefactor * sp.exp(exponent), z, 0, 4).removeO()
b = [sp.Rational(sp.expand(expansion).coeff(z, k)) for k in range(4)]
print("large-order coefficients b_0..b_3:", *[str(v) for v in b])

double_factorial = [1]
for n in range(1, N_MAX + 1):
    double_factorial.append(double_factorial[-1] * (2 * n - 1))
for n in (10, 50, 200):
    ratio = mp.e * mp.mpf(C[n]) / double_factorial[n]
    law = sum(mp.mpf(int(b[k].p)) / int(b[k].q) * double_factorial[n - k]
              for k in range(4)) / double_factorial[n]
    print(f"n={n}: e C_n/(2n-1)!! = {float(ratio):.8f}, law {float(law):.8f}")
assert abs(ratio - law) < 5e-8     # next term is of order (2n)^-4

depth, start = 6, 150
limit = sum((-1)**(k + depth) * mp.mpf(start + k)**depth
            / (factorial(k) * factorial(depth - k))
            * mp.mpf(C[start + k]) / double_factorial[start + k]
            for k in range(depth + 1))
assert abs(limit - mp.exp(-1)) < 1e-7
print(f"extrapolated C_n/(2n-1)!! = {float(limit):.9f}")
print(f"1/e = {float(mp.exp(-1)):.9f}")

# --- discontinuity of the closed form on the cut a < 0, and C_30 from it
mp.mp.dps = 90


def erfcx_entire(v):
    """exp(v^2) erfc(v) from its everywhere convergent power series."""
    term = total = v
    n = 0
    while abs(term) > mp.mpf(10)**(-85):
        n += 1
        term = term * 2 * v * v / (2 * n + 1)
        total += term
    return mp.exp(v * v) - 2 / mp.sqrt(mp.pi) * total


def c_on_upper_lip(zval):
    """c = -gamma/2 at a = -4z, z approached from above the cut."""
    target = -2j * mp.sqrt(zval) / mp.sqrt(2 * mp.pi)
    guess = 1 + zval + zval**2 + 4 * zval**3
    v = mp.mpc(0, 1) * guess / mp.sqrt(2 * zval)
    for step_number in range(30):
        value = erfcx_entire(v)
        step = (value - target) / (2 * v * value - 2 / mp.sqrt(mp.pi))
        v -= step
        if abs(step) < mp.mpf(10)**(-65):
            break
    assert abs(step) < mp.mpf(10)**(-60)
    return mp.sqrt(mp.pi) * v * erfcx_entire(v) - 1


z_test = mp.mpf(1) / 40
c_lip = c_on_upper_lip(z_test)
predicted = (mp.sqrt(mp.pi / (2 * z_test)) * z_test / c_lip.real
             * mp.exp(-(1 + c_lip.real)**2 / (2 * z_test)))
assert abs(c_lip.imag / predicted - 1) < 1e-9
print(f"Im c at z = 0.025: {float(c_lip.imag):.8e}")
print(f"discontinuity formula: {float(predicted):.8e}")

n = 30
nodes, weights = np.polynomial.legendre.leggauss(60)
lower, upper = 5.0, 80.0           # variable q = 1/(2z), so z <= 0.1
integral = mp.mpf(0)
for node, weight in zip(nodes, weights):
    q = mp.mpf((upper + lower) / 2 + (upper - lower) / 2 * float(node))
    zq = 1 / (2 * q)
    integral += (mp.mpf(float(weight)) * (upper - lower) / 2
                 * c_on_upper_lip(zq).imag * zq**(-n - 1) / (2 * q * q))
integral /= mp.pi
assert abs(integral / C[n] - 1) < 1e-7
print(f"C_30 exact: {float(C[n]):.9e}")
print(f"C_30 from the discontinuity: {float(integral):.9e}")

print("success")
```

It fails:

```
C_1..C_8: 1 1 4 27 248 2830 38232 593859
gamma coefficients 1..5: 1/2 -1/8 1/8 -27/128 31/64
without k<p region, 1..5: 1/2 0 0 0 0
number of diagrams at order 10: 4862
C_10: 202601898
gamma(a=0.1) = 0.04885771
gamma(a=0.2) = 0.09576348
gamma(a=0.5) = 0.22782327
gamma(a=1.0) = 0.42814231
gamma(a=2.0) = 0.78373719
a = 1: g = 12.5664, s = 1.11147123
cutoff ln(Lambda^2/mu^2) = 0.50
G(L=-4.0): iterated 2.16714, closed 2.16714
G(L=-2.0): iterated 1.67518, closed 1.67518
G(L=0.5): iterated 0.76426, closed 0.76426
largest deviation for L >= -4: 1.8e-07
Z: iterated 0.50211, closed 0.50211
bare coupling a0 = a/Z^2 = 3.9665
Z = 0 at L = 1.077153
G = 0 at L = 1.423727, p^2/mu^2 = 4.1526
G = 0.01 at L = 1.420139 (integrated)
Borel-Pade gamma(1) = 0.42814231
a = 0.2: smallest term n = 10, size 3.96e-05
sum before it 0.09578304, error 1.96e-05
exp(-2/a) at a = 0.2: 4.54e-05
large-order coefficients b_0..b_3: 1 -5/2 -43/8 -579/16
n=10: e C_n/(2n-1)!! = 0.84115565, law 0.84431115
n=50: e C_n/(2n-1)!! = 0.97414335, law 0.97414809
n=200: e C_n/(2n-1)!! = 0.99369981, law 0.99369983
extrapolated C_n/(2n-1)!! = 0.367879441
1/e = 0.367879441
Im c at z = 0.025: 5.60997498e-09
discontinuity formula: 5.60997498e-09
Traceback (most recent call last):
  File "check.py", line 261, in <module>
    * c_on_upper_lip(zq).imag * zq**(-n - 1) / (2 * q * q))
      ^^^^^^^^^^^^^^^^^^
  File "check.py", line 241, in c_on_upper_lip
    assert abs(step) < mp.mpf(10)**(-60)
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the program's arithmetic precision, not in the physics. On the cut, the power series for erfcx has alternating terms that grow to about exp(80), or 1e35, before they cancel. With 90 working digits this leaves rounding noise near 1e-55, so the Newton step could not fall below the required 1e-60 at the smallest z of the C_30 integral, although it did at z = 0.025. The working precision in that section is raised to 130 digits, and the constant factor of the series is computed once per call to save time; no tested quantity, case or tolerance changes.

Repair:

```diff
@@ -214,5 +214,7 @@
 
 # --- discontinuity of the closed form on the cut a < 0, and C_30 from it
-mp.mp.dps = 90
+# The alternating series below has terms up to about 1e35 that cancel, and the
+# imaginary part sought is as small as 1e-35, so many digits are carried.
+mp.mp.dps = 130
 
 
@@ -220,8 +222,9 @@
     """exp(v^2) erfc(v) from its everywhere convergent power series."""
     term = total = v
+    factor = 2 * v * v
     n = 0
     while abs(term) > mp.mpf(10)**(-85):
         n += 1
-        term = term * 2 * v * v / (2 * n + 1)
+        term = term * factor / (2 * n + 1)
         total += term
     return mp.exp(v * v) - 2 / mp.sqrt(mp.pi) * total
```

Output now:

```
C_1..C_8: 1 1 4 27 248 2830 38232 593859
gamma coefficients 1..5: 1/2 -1/8 1/8 -27/128 31/64
without k<p region, 1..5: 1/2 0 0 0 0
number of diagrams at order 10: 4862
C_10: 202601898
gamma(a=0.1) = 0.04885771
gamma(a=0.2) = 0.09576348
gamma(a=0.5) = 0.22782327
gamma(a=1.0) = 0.42814231
gamma(a=2.0) = 0.78373719
a = 1: g = 12.5664, s = 1.11147123
cutoff ln(Lambda^2/mu^2) = 0.50
G(L=-4.0): iterated 2.16714, closed 2.16714
G(L=-2.0): iterated 1.67518, closed 1.67518
G(L=0.5): iterated 0.76426, closed 0.76426
largest deviation for L >= -4: 1.8e-07
Z: iterated 0.50211, closed 0.50211
bare coupling a0 = a/Z^2 = 3.9665
Z = 0 at L = 1.077153
G = 0 at L = 1.423727, p^2/mu^2 = 4.1526
G = 0.01 at L = 1.420139 (integrated)
Borel-Pade gamma(1) = 0.42814231
a = 0.2: smallest term n = 10, size 3.96e-05
sum before it 0.09578304, error 1.96e-05
exp(-2/a) at a = 0.2: 4.54e-05
large-order coefficients b_0..b_3: 1 -5/2 -43/8 -579/16
n=10: e C_n/(2n-1)!! = 0.84115565, law 0.84431115
n=50: e C_n/(2n-1)!! = 0.97414335, law 0.97414809
n=200: e C_n/(2n-1)!! = 0.99369981, law 0.99369983
extrapolated C_n/(2n-1)!! = 0.367879441
1/e = 0.367879441
Im c at z = 0.025: 5.60997498e-09
discontinuity formula: 5.60997498e-09
C_30 exact: 1.027261159e+40
C_30 from the discontinuity: 1.027261159e+40
success
```
